# How many Berry steps separate labelled iron pentacarbonyl from its mirror image?

**Question**

I have labelled the carbonyls of Fe(CO)\(_5\) 1 to 5 and am following them through Berry pseudorotation. The exercise says that there are twenty arrangements, that each has three neighbours, and that mirror images are exactly five steps apart.

I get twenty from \(5!/6\), but then I am stuck. After a few steps I find the original two ligands on the axis again, and I can't tell whether I have the original molecule or its mirror image. Why can't three steps do it? And does "five steps" mean that the molecule turns into its mirror image after about five step times?

**Answer**

What you are missing is a sign that records handedness and changes at every step. With it, the drawing reduces to a small problem about pairs of labels. The answer to your last question is no, as the kinetics below show.

**Arrangements and their signs**

All five ligands must be distinguishable. Isotopes could do this: two stable carbon and three stable oxygen isotopes give six kinds of CO. Arrangements that differ by a rotation of the whole molecule count as one; mirror images count as different.

Write an arrangement as a word \((a,b;c,d,e)\): top axial ligand, bottom axial ligand, then the equatorial ligands anticlockwise as seen from the top. The trigonal bipyramid has six proper rotations:

- the identity;
- two rotations by 120° about the axis, which cycle \(c,d,e\);
- three half-turns, each through one equatorial ligand, which swap the axial ligands and also the other two equatorial ligands.

A three-cycle is an even permutation, and so is a pair of swaps. All six words of one arrangement therefore have the same parity. Call it the sign \(s\), with \(s=+1\) if the word is an even permutation of 12345 and \(s=-1\) if it is odd. Since the labels differ, no rotation except the identity leaves a word unchanged, so there are \(120/6=20\) arrangements.

Let \(P\) be the unordered pair of axial labels. For a given \(P\) there are \(2\times 3!=12\) words, six even and six odd. Each set of six is one arrangement, so \((P,s)\) identifies an arrangement completely, and \(10\times2=20\) again.

Reflection in the equatorial plane exchanges top and bottom, which is a single swap:

\[
(P,s)\;\to\;(P,-s).
\]

Any other reflection equals this one followed by a rotation, so it gives the same arrangement. This settles your ambiguity: when the original axial pair returns, the sign says which of the two molecules you have.

**What one Berry step does**

One equatorial ligand, the pivot \(e\), stays equatorial. Put it on \(+x\), with \(a\) on \(+z\), \(b\) on \(-z\), and \(c,d\) in the \(xy\) plane at 120° and 240°. The word is \((a,b;e,c,d)\).

During the step \(a\) and \(b\) bend away from the pivot, from 90° to 120°, while \(c\) and \(d\) bend towards it, from 120° to 90°. Halfway, all four make 105° with the pivot and form the base of a square pyramid. At the end \(c\) lies on \(+y\) and \(d\) on \(-y\), so these are the new axial ligands.

Now look down from \(c\), that is, from \(+y\). Anticlockwise from \(+x\) one meets the \(-z\) side first, where \(b\) is, and then the \(+z\) side, where \(a\) is. Hence

\[
(a,b;e,c,d)\;\to\;(c,d;e,b,a).
\]

The labels are replaced according to \(a\to c\to b\to d\to a\), with \(e\) fixed. A four-cycle is a product of three swaps and is odd, so the sign changes. The new axial pair shares no label with the old one:

\[
(P,s)\;\to\;(Q,-s),\qquad P\cap Q=\varnothing .
\]

Three labels lie outside \(P\), and two of them form \(Q\). This gives three choices, one for each pivot, hence three neighbours. Repeating the step with the same pivot restores \(P\) and \(s\), so steps are reversible.

**Why five, and not one or three**

To go from \((P,s)\) to \((P,-s)\) the number of steps must be odd, and consecutive axial pairs must be disjoint.

One step fails, because \(P\) is not disjoint from itself. Three steps would run \(P\to Q\to R\to P\), with \(P,Q,R\) mutually disjoint. That needs six labels, and there are five. Five steps succeed:

| Step | Pivot | Axial \| equatorial | Sign |
|---|---|---|---|
| start | – | 12 \| 345 | + |
| 1 | 5 | 34 \| 152 | − |
| 2 | 2 | 15 \| 243 | + |
| 3 | 4 | 23 \| 154 | − |
| 4 | 1 | 45 \| 123 | + |
| 5 | 3 | 12 \| 354 | − |

To follow the first line, write the start as \((1,2;5,3,4)\). The rule gives \((3,4;5,2,1)\), which is \((3,4;1,5,2)\) after a 120° rotation. The last word differs from the first by the swap of 4 and 5, so it is the mirror image. The argument used no special property of the start, so the shortest distance is five for every arrangement.

**All the other distances**

Start from axial pair \(ab\). An even number of steps keeps the sign and an odd number reverses it.

- **One shared label, same sign:** two steps, \(ab\to de\to ac\).
- **One shared label, opposite sign:** one step is impossible because the pairs overlap. Three suffice: \(ab\to cd\to be\to ac\).
- **No shared label, opposite sign:** one step.
- **No shared label, same sign:** two steps would need a pair disjoint from both \(ab\) and \(cd\), but only \(e\) is left. Four suffice: \(ab\to de\to ac\to be\to cd\).

Six pairs share one label with \(ab\), and three share none. The numbers of arrangements at distances 0 to 5 are therefore

\[
1,\;3,\;6,\;6,\;3,\;1,
\]

which add up to 20. So all arrangements are connected, and the mirror image is the only one at distance five.

**How many shortest routes are there?**

Let \(b_i\) be the number of neighbours one step farther from the start, and \(c_i\) the number one step nearer, for an arrangement at distance \(i\). At distance 2, for example, the axial pair may be \(ac\). Its neighbours have pairs \(de\), at distance 1, and \(bd\) and \(be\), at distance 3. At distance 3 the same pair has the other sign: \(de\) is now at distance 4, and \(bd\) and \(be\) are at distance 2. At distances 1 and 4 the pair may be \(cd\), with neighbours \(ab\), \(ae\) and \(be\). From distance 1, \(ab\) is the start; from distance 4, it is the mirror image. Thus

\[
(b_0,\dots,b_4)=(3,2,2,1,1),\qquad (c_0,\dots,c_4)=(0,1,1,2,2).
\]

There are \(3\cdot2\cdot2\cdot1\cdot1=12\) shortest routes. Up to the names of the labels, each is \(ab\to cd\to ae\to bc\to de\to ab\), with pivots \(e,b,d,a,c\). Every ligand is the pivot once.

If the three steps are equally likely each time, \(12/3^5=12/243\approx4.9\%\) of five-step walks end at the mirror image. Five is a shortest distance, not a typical duration.

**Kinetics: forgetting the start**

Suppose each of the three steps has the same rate \(k\) and the molecule keeps no memory between steps. The probabilities obey

\[
\frac{dp(P,s)}{dt}=k\Big[\sum_{Q\cap P=\varnothing}p(Q,-s)-3\,p(P,s)\Big].
\]

Define \(u_P=p(P,+)+p(P,-)\) and \(v_P=p(P,+)-p(P,-)\). Let \(B\) be the \(10\times10\) matrix with entry 1 for disjoint pairs and 0 otherwise. Adding and subtracting the equations for the two signs gives

\[
\dot u=k(B-3I)u,\qquad \dot v=-k(B+3I)v .
\]

The entries of \(B^2\) count common neighbours: 3 on the diagonal, 0 for disjoint pairs, 1 for pairs sharing one label. Therefore \(B^2+B-2I=J\), where every entry of \(J\) is 1. The uniform vector has eigenvalue 3. Every vector orthogonal to it is annihilated by \(J\), so \(\lambda^2+\lambda-2=0\) and \(\lambda=1\) or \(-2\). If these occur \(m\) and \(n\) times, then \(m+n=9\), and the zero trace of \(B\) gives \(3+m-2n=0\). Hence \(m=5\), \(n=4\).

Let the molecule start in \((P_0,+)\), and let \(p_0\) and \(p_5\) be the probabilities of the start and its mirror image. Then \(p_0+p_5\) and \(p_0-p_5\) are diagonal elements of \(e^{k(B-3I)t}\) and \(e^{-k(B+3I)t}\). All ten diagonal elements are equal, since relabelling turns any pair into any other, so each is one tenth of the trace:

\[
p_0+p_5=\tfrac1{10}\left[1+5e^{-2kt}+4e^{-5kt}\right],
\]
\[
p_0-p_5=\tfrac1{10}\left[e^{-6kt}+5e^{-4kt}+4e^{-kt}\right].
\]

At long times both probabilities tend to \(1/20\). At short times the first contribution to \(p_5\) comes from the 12 five-step routes, so \(p_5\approx12(kt)^5/5!=(kt)^5/10\). This fifth power is how the distance appears in the kinetics. It holds only for \(kt\ll1/3\), because the leading correction is a factor \(e^{-3kt}\); at \(kt=0.26\) it is already too large by about a factor of two.

**Kinetics: first arrival at the mirror image**

Let \(e_i\) be the mean number of steps needed to get from distance \(i\) to distance \(i+1\) for the first time. One step is always spent. With probability \(c_i/3\) it leads inward, and the walk must then regain distance \(i\) before trying again:

\[
e_i=1+\frac{c_i}{3}\,(e_{i-1}+e_i).
\]

Multiply by 3, collect \(e_i\), and use \(3-c_i=b_i\):

\[
b_ie_i=3+c_ie_{i-1}.
\]

This gives \(e_0,\dots,e_4=1,\;2,\;2.5,\;8,\;19\), a total of 32.5 steps. The last stage is the longest: at distance 4 two of the three steps lead back to distance 3, and each return from there costs 8 steps on average. The total leaving rate is \(3k\), so a step takes \(1/(3k)\) on average and the mean first arrival time is \(32.5/(3k)\).

**Numbers for Fe(CO)\(_5\)**

Take a rough free-energy barrier \(\Delta G=0.10\) eV for each channel at 300 K, where \(k_BT=0.02585\) eV. Transition-state theory gives

\[
k=\frac{k_BT}{h}e^{-\Delta G/k_BT}=\frac{k_BT}{h}e^{-3.87}\approx1.3\times10^{11}\ \mathrm{s^{-1}} .
\]

The mean time in one arrangement is \(1/(3k)\approx2.6\) ps. The mean first arrival at the mirror image takes \(32.5\times2.55\ \mathrm{ps}\approx83\) ps, not five step times, which would be about 13 ps.

| Time | \(p_0\) | \(p_5\) |
|---|---|---|
| 2 ps | 0.50 | 0.0001 |
| 10 ps | 0.12 | 0.013 |
| 50 ps | 0.0503 | 0.0497 |

By 50 ps the start and its mirror image are almost equally likely, although the mean first arrival is later. There is no conflict. The slowest memory of the start decays in \(1/k\approx7.7\) ps, but finding one particular arrangement among twenty takes longer than forgetting where one began.

**How far to trust these times**

The barrier matters greatly: a change of 0.02 eV changes all times by a factor of 2.2, so 83 ps would become roughly 40 or 180 ps. This shows the sensitivity and is not an error bar. The prefactor matters too: if 0.10 eV were a potential-energy barrier and the prefactor were the frequency of a 100 or 50 cm\(^{-1}\) bending mode instead of \(k_BT/h\), the mean arrival would take about 170 or 350 ps. The assumption of no memory is also strained. A slow bending mode at a rough 100 cm\(^{-1}\) has a period of 0.33 ps, 13% of the residence time. That ratio is a warning, not an error estimate; I have not calculated how memory shifts the arrival time.

Three other effects look small. The isotopic masses make the channel rates slightly unequal, by about 1% if each CO is treated as a point mass moving along the bending path. For a rough saddle-point frequency of magnitude 50 cm\(^{-1}\), the leading Wigner tunnelling correction, \((h\nu/k_BT)^2/24\), raises the rate by 0.24%. Isotopic labels could also prefer one site. If the CO stretch differs by a rough 20 cm\(^{-1}\) between axial and equatorial sites, zero-point energy gives \(^{13}\)C\(^{18}\)O a preference, relative to \(^{12}\)C\(^{16}\)O, of 0.22% of \(k_BT\). Other modes are left out of that estimate, and each could contribute a similar amount.

Loss of CO would end the exchange, but it is far slower. If a rough 1.8 eV is taken as its free-energy barrier at both temperatures, the same rate formula gives \(4\times10^{-18}\) s\(^{-1}\) at 300 K and \(8\times10^{-6}\) s\(^{-1}\) at 500 K for an isolated molecule. This leaves out the entropy gained as the CO departs, which could raise both rates by orders of magnitude; they would still be far below \(k\). With the Berry barrier held fixed, \(k\) at 500 K would be \(1.0\times10^{12}\) s\(^{-1}\). The residence time would then be about 0.3 ps, comparable with the bending period, and the picture of separate, memoryless steps fails.

**When the five-step result itself fails**

It depends on the type of step. Suppose a step instead swapped one axial with one equatorial ligand. Then \((a,b;c,d,e)\to(c,b;a,d,e)\to(c,a;b,d,e)\to(b,a;c,d,e)\) would reach the mirror image in three steps.

It also depends on five different labels. If 4 and 5 are identical, exchanging them has no visible effect, so \((P,s)\) is the same as \((P',-s)\), where \(P'\) is \(P\) with 4 and 5 exchanged. Only ten arrangements remain. The mirror image of \((14,s)\), namely \((14,-s)\), is now the same as \((15,s)\), which is two steps away through axial pair 23. If 4 and 5 are both axial or both equatorial, then \(P'=P\), and the arrangement is its own mirror image.
